# Pauli spin blockade and its leakage current in a serial double dot

**Q:** Two quantum dots sit in series between two leads, and you claim that the current is nearly blocked for one bias direction although every step of the charge cycle runs downhill in energy. What is left to stop it?

**A:** Spin. Write $(N_L,N_R)$ for the electron numbers on the two dots. One electron stays on the right dot throughout, and the cycle is

$$(0,1)\to(1,1)\to(0,2)\to(0,1).$$

An electron enters from the left lead, hops to the right dot, and one of the two electrons there leaves to the right lead. I assume that the bias allows these lead steps in this direction and no others, that the leads are unpolarized, that tunnelling conserves spin, and that each dot has one accessible orbital. Two electrons in one orbital must form a singlet. The states of $(1,1)$ are one singlet and three triplets, so the middle step is open to some of them and closed to others.

**Q:** Energy arguments about $(0,2)$ do not prove that the hopping amplitude vanishes. Show it.

**A:** Let $d^\dagger_{L\sigma}$ and $d^\dagger_{R\sigma}$ create electrons on the two dots. The part of the hopping that moves an electron to the right is $t\sum_\sigma d^\dagger_{R\sigma}d_{L\sigma}$. The opposite part leads to $(2,0)$, which is far too high in energy. Define

$$|S\rangle,|T_0\rangle=\tfrac{1}{\sqrt2}\left(d^\dagger_{L\uparrow}d^\dagger_{R\downarrow}\mp d^\dagger_{L\downarrow}d^\dagger_{R\uparrow}\right)|0\rangle,\qquad |S_{02}\rangle=d^\dagger_{R\uparrow}d^\dagger_{R\downarrow}|0\rangle ,$$

with the upper sign for $S$. Hopping replaces $d^\dagger_L$ by $d^\dagger_R$ at the same spin. The first term becomes $|S_{02}\rangle$. The second becomes $d^\dagger_{R\downarrow}d^\dagger_{R\uparrow}|0\rangle=-|S_{02}\rangle$, because fermion operators anticommute. Hence

$$S:\ \frac{t(1+1)}{\sqrt2}=\sqrt2\,t\equiv T,\qquad T_0:\ \frac{t(1-1)}{\sqrt2}=0 .$$

For $T_+$ the result contains $d^\dagger_{R\uparrow}d^\dagger_{R\uparrow}=0$, and $T_-$ vanishes likewise. All three triplets are stuck.

**Q:** But the spin already on the right dot may be polarized. Why should the incoming electron have any fixed chance of forming a triplet?

**A:** Suppose the resident spin is up. The incoming spin is up with probability $1/2$, which gives a triplet. It is down with probability $1/2$, which gives $|\downarrow\uparrow\rangle$, whose overlap squared with $S$ is $1/2$. The singlet weight is therefore $\tfrac12\cdot\tfrac12=\tfrac14$. A resident down spin gives the same number by symmetry, and so does any mixture.

Without relaxation, the probability that exactly $n$ electrons pass before a triplet is loaded is $(1/4)^n(3/4)$. With $q=1/4$ the mean is

$$\sum_{n\ge0} n\,q^n(1-q)=\frac{q}{1-q}=\frac13 .$$

Time evolution of the density matrix gives 0.333333 electrons, both for an unpolarized and for a fully polarized initial spin. The steady current is then zero.

**Q:** Now let a triplet relax to the singlet at a slow rate $W$. One electron is released per relaxation, so surely the current is $eW$?

**A:** More than one is released. After the relaxation the stuck electron passes, and then on average another $1/3$ of an electron passes before the next triplet arrives. Each relaxation releases $1+1/3=4/3$ electrons.

The waiting time gives the same answer. Every loaded electron eventually carries one charge through. With probability $1/4$ it passes at once on the scale of $1/W$, and with probability $3/4$ it waits a mean time $1/W$. The mean time per electron is $3/(4W)$, so the size of the current is

$$I=\frac{e}{3/(4W)}=\frac{4eW}{3}.$$

Here $W$ is the rate from each triplet state into the singlet, the same for all three, and it must be slow compared with the other steps.

**Q:** "At once" hides the whole singlet passage, which is coherent tunnelling. The singlet could also turn back into a triplet. How slow is slow?

**A:** Calculate the mean time spent in each state during one cycle. Divide energies by $\hbar$, so that they are rates. Let $S_{02}$ lie $\varepsilon$ below $S$, let each lead exchange electrons at $\Gamma_L$ or $\Gamma_R$ per spin, and let $W_b$ be the rate from $S$ back to each triplet. Either electron can leave $S_{02}$, so it empties at $\gamma=2\Gamma_R$. Without any other dephasing, which I leave out, the coherence between two states decays at half the sum of their loss rates, $\kappa/2$ with $\kappa=\gamma+3W_b$. Labelling $S$ as 1 and $S_{02}$ as 2, the master equation gives

$$\dot\rho_{22}=2T\,\mathrm{Im}\rho_{12}-\gamma\rho_{22},$$

$$\dot\rho_{12}=-\left(\tfrac{\kappa}{2}+i\varepsilon\right)\rho_{12}+iT(\rho_{11}-\rho_{22}).$$

Follow one loaded electron until a charge leaves to the right, and integrate over time. Both $\rho_{22}$ and $\rho_{12}$ start and end at zero, so their derivatives integrate to zero. Let $P_1,P_2$ be the integrated populations and $C$ the integral of $\rho_{12}$. The second equation gives

$$C=\frac{iT(P_1-P_2)}{\kappa/2+i\varepsilon},\qquad 2T\,\mathrm{Im}\,C=R(P_1-P_2),\qquad R=\frac{T^2\kappa}{\varepsilon^2+\kappa^2/4}.$$

One charge leaves per cycle, so $\gamma P_2=1$. The first equation then requires $R(P_1-P_2)=1$:

$$P_2=\frac1\gamma,\qquad P_1=\frac1R+\frac1\gamma .$$

For the triplets, with total dwell time $P_T$, the gain is $3/4$ from loading plus $3W_bP_1$ from returns, and the loss is $WP_T$. Equating them gives $P_T$. Loading takes $1/(2\Gamma_L)$, since either spin may enter. The sum of all times is

$$\frac eI=\frac1{2\Gamma_L}+P_1+P_2+\frac{3/4+3W_bP_1}{W}.$$

The slow limit requires $3/(4W)$ to exceed all the other terms by far. In particular $W_b$ need not be zero. For $W_b=W$ the returns add $3P_1$, which is harmless if $WP_1\ll1$.

I compared this formula with the numerical steady state of the seven-state master equation, for six random sets with all rates and energies between 0.2 and 2 per ns, well outside the slow limit. The comparison covered $W_b=W$ and $W_b=0$. It also covered the reverse-bias formula derived below. The largest relative difference was $4\times10^{-14}$.

**Q:** You gave all three triplets the same rate. What if they differ?

**A:** The electron left behind by the $(0,2)$ singlet is equally likely to be up or down, so in the steady state each triplet is loaded with weight $1/4$. If the triplets do not turn into one another, each waits $1/W_i$. The slow limit is then

$$I=\frac{4e}{\sum_i 1/W_i}.$$

The slowest triplet contributes most to the wait. If one triplet is released very quickly and the other two relax at $W$, the current is $2eW$. For rates of 1, 2 and 5 in units of $10^{-5}$ per ns, with lead rates of 1 per ns, the numerical current divided by this formula is 0.99996. If the triplets instead mix much faster than they relax, they share the average rate $\bar W$, and $I=4e\bar W/3$.

**Q:** Then equal rates look like a convenience. Where would they come from?

**A:** From isotropic spin flips at zero magnetic field. Suppose that spin $j$ flips from up to down, and from down to up, at rate $w_j$. Isotropy means three equal channels $\sigma_x,\sigma_y,\sigma_z$, each of rate $w_j/2$, because $\sigma_x$ and $\sigma_y$ both contribute to a flip.

Use the triplets $|T_a\rangle=\sigma_a^L|S\rangle$ with $a=x,y,z$. Since $(\sigma_a^L)^2=1$, the channel $a$ on the left dot takes $T_a$ back to $S$. The other two channels take it to another triplet. On the right dot the same holds up to a sign, because the total spin of $S$ is zero and so $\sigma_a^R|S\rangle=-\sigma_a^L|S\rangle$. Therefore

$$W=W_b=\frac{w_L+w_R}{2}.$$

The factor $1/2$ is visible in $T_+$: flipping one spin gives an antiparallel pair, which is half singlet. The equality of $W$ and $W_b$ also needs $k_BT_{\rm e}$, with $T_{\rm e}$ the temperature, to be large compared with the energy shifts of the singlet.

**Q:** What flips the spins? A rate put in by hand proves little about a device.

**A:** One source is spin-flip cotunnelling. A dot electron is exchanged with a lead electron of opposite spin through a state that is occupied only virtually. Either the dot electron leaves first, at cost $\Delta_{\rm out}$, or the lead electron enters first, at cost $\Delta_{\rm in}$. The two hops are products of fermion pairs with no operator in common, so they commute and the two paths add with the same sign. For lead hopping $t_\ell$ the amplitude has size

$$t_\ell^2A,\qquad A=\frac1{\Delta_{\rm out}}+\frac1{\Delta_{\rm in}} .$$

The golden rule needs a filled initial and an empty final lead state, and $\int f(1-f)\,dE=k_BT_{\rm e}$ for the Fermi function $f$. With density of states $\nu$ per spin and $\hbar\Gamma=2\pi t_\ell^2\nu$,

$$w=\frac{2\pi}{\hbar}(t_\ell^2\nu)^2A^2k_BT_{\rm e}=\frac{k_BT_{\rm e}\,(\hbar\Gamma A)^2}{2\pi\hbar}.$$

This is the lowest order in $\hbar\Gamma A$, and it holds for $k_BT_{\rm e}\ll\Delta_{\rm out},\Delta_{\rm in}$. The leakage from this source is proportional to temperature while that condition and the previous one both hold.

**Q:** Give me numbers.

**A:** Take round values in the rough regime of a gate-defined silicon double dot at 0.2 K and zero field, so $k_BT_{\rm e}=17.23$ µeV. Let $\Gamma_L=\Gamma_R=5$ per ns, or $\hbar\Gamma=3.291$ µeV, with $t=0.5$ µeV, $T=0.7071$ µeV and $\varepsilon=2$ µeV. The costs are 300 and 3700 µeV on the left dot, 2700 and 1300 µeV on the right. For the left dot

$$\hbar\Gamma A=3.291\left(\frac1{300}+\frac1{3700}\right)=0.01186,$$

$$w_L=\frac{17.23\times0.01186^2}{2\pi\times0.6582}\ \text{per ns}=5.86\times10^5\ \text{s}^{-1},$$

where $\hbar=0.6582$ µeV ns. The right dot gives $w_R=5.86\times10^4$ s$^{-1}$, ten times less, because both its costs exceed 1 meV. Half the sum is $W=3.22\times10^5$ s$^{-1}$, and

$$I=\tfrac43\,(1.602\times10^{-19}\ \text{C})(3.22\times10^5\ \text{s}^{-1})=0.069\ \text{pA},$$

or $4.3\times10^5$ electrons per second.

For the other steps, $\hbar\gamma=6.582$ µeV and $W_b$ is negligible in $\kappa$, so

$$\hbar R=\frac{0.5\times6.582}{4+10.83}=0.222\ \text{µeV},\qquad \frac1R=2.97\ \text{ns},\qquad P_1=3.07\ \text{ns}.$$

The mean blocked time is 2326 ns. The remaining terms, $0.1+4\times3.07+0.1$ ns, add about 12.5 ns. The full current is thus 0.53% below $4eW/3$. Reducing both flip rates by 10 and by 100, with all else fixed, reduces the shortfall to 0.054% and 0.0054%. It is proportional to $W$, as the formula requires: the blocked time grows as $1/W$, while the other terms stay nearly fixed.

**Q:** A small current might just mean a weakly coupled device. How do you know that spin is responsible?

**A:** Reverse the bias. Now an electron enters the right dot first. It can only join the resident electron as a singlet, so one spin direction is admitted and loading takes $1/\Gamma_R$. The singlet hops to $(1,1)$, from which the left electron leaves at total rate $\Gamma_L$. The integrated equations hold with the two states interchanged and $\Gamma_L$ as the loss rate:

$$\frac e{I_{\rm rev}}=\frac1{\Gamma_R}+\frac2{\Gamma_L}+\frac{\varepsilon^2+\Gamma_L^2/4}{\Gamma_LT^2}.$$

Spin flips are left out here. With the same $t$, $\varepsilon$ and lead rates, the three terms are 0.2, 0.4 and 2.68 ns, and the current is 48.8 pA. This is about 710 times the leakage, although the tunnel barriers are unchanged. Weak coupling therefore cannot explain the small forward current. The contrast is what spin blockade predicts, but alone it does not exclude every other cause of rectification.

**Q:** The triplets have other ways out. A second orbital on the right dot would admit a $(0,2)$ triplet.

**A:** It would. Let that triplet lie $\Delta_{ST}=500$ µeV above $S_{02}$, hence $D=498$ µeV above $(1,1)$, and assume the same hopping $t$ and lead rate $\Gamma_R$ for the second orbital. This triplet is occupied only virtually, with a population of about $t^2/D^2$. The $(0,2)$ singlet level lies 300 µeV above the right lead, so the escape releases only about 300 µeV. That is too little to leave an electron behind in the upper orbital, about 500 µeV up. Only the electron in the upper orbital can therefore leave, and the escape rate is $\Gamma_Rt^2/D^2=5.0\times10^3$ s$^{-1}$. (The numerical output lists twice this value, because it lets either electron leave.) The escape acts as an addition to $W$ and raises the leakage by about 1.6%. This estimate leaves out a second path to the same final state: the right electron leaves first, at a virtual cost of about 3000 µeV, and the left one then hops into the lower orbital. For equal hopping sizes its amplitude is one sixth of the first. It adds or subtracts according to the signs of the hoppings, which changes the escape rate by a factor of about 1.4 or 0.7.

Nuclear spins are a second way out. Take the spin axis along the difference between the nuclear fields on the two dots. This difference then couples only $T_0$ to $S$, with some energy $\delta$. For small $\delta$, take a nearly stationary state at the energy of $T_0$, with amplitude 1 on $T_0$ and $c_2$ on $S_{02}$. The equation for the amplitude on $S$ requires $\delta+Tc_2=0$, so $c_2=-\delta/T$ and the escape rate is

$$\gamma|c_2|^2=\gamma\,\frac{\delta^2}{T^2}.$$

For $\delta=1.5$ neV this is $4.5\times10^4$ s$^{-1}$. One triplet in three is affected, which suggests an increase of $0.45/(3\times3.22)=4.7\%$. The full master equation gives 4.5%. The mean of the two nuclear fields, left out here, changes this only to between 4.5% and 4.6% if it is of the same size. The coupling $\delta$ itself is random, and its effect grows nearly as $\delta^2$: at 3 neV the increase is 17%.

Thermal return of the electron to the left lead has a rate of only 140 s$^{-1}$. The energy dependence of the virtual costs raises $w_L$ by 3.2%. All these corrections raise the leakage, together by about 9%, from 0.069 to 0.075 pA. The second digit is therefore not reliable in this model.

**Q:** And would a real silicon device behave like this?

**A:** The temperature, charging energies of a few meV, a $(0,2)$ splitting of some tenths of a meV and nuclear couplings of order 1 neV are rough typical values for natural silicon. The lead rates and the hopping are chosen for the example. One exposed assumption is that the $(0,2)$ triplet is out of reach. Its escape rate grows as $t^2$: at $t=5$ µeV, with the other values fixed, it is $5.0\times10^5$ s$^{-1}$. That is 1.6 times the cotunnelling $W$, and the leakage becomes roughly two to three times as large, depending on the sign of the second path. The splitting also varies between silicon devices, since it is often set by the valley states, and a smaller one opens this path further. The left dot needs a gap as well: its level lies 300 µeV below the left lead, so an excited valley or orbital state closer than that would also be loaded, and the count of four $(1,1)$ states would no longer apply. Spin-orbit coupling can flip a spin during the hop. At zero field this alone does not lift the blockade: the single $(0,2)$ state couples to only one combination of the four degenerate $(1,1)$ states, and three others stay blocked. A magnetic field can mix these with the open one and raise the leakage. Phonons can assist the passage of the singlet, but that is not the slow step here. Neither effect is included in the numbers. The result $4eW/3$ survives a further escape route if it gives all three triplets the same slow rate and sends a charge to the right lead. Otherwise the individual rates, and the mixing between triplets, must be known. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
singlet coupling / hopping: 1.414
electrons passed before blocking, mixed start: 0.333333
electrons passed before blocking, polarized start: 0.333333
worst relative error of finite-rate formulas: 4e-14
unequal rates, simulated / slow-limit formula: 0.999958
temperature: 0.2 K
thermal energy kT: 17.23 ueV
lead rate per spin, each side: 5 1/ns
lead broadening hbar*Gamma: 3.291 ueV
hopping t: 0.5 ueV
singlet coupling T: 0.7071 ueV
detuning eps: 2 ueV
singlet-triplet splitting in (0,2): 500 ueV
charging energy U: 4000 ueV
mutual charging energy: 1000 ueV
level distance from each lead: 300 ueV
left dot, cost to remove: 300 ueV
left dot, cost to add: 3700 ueV
right dot, cost to remove: 2700 ueV
right dot, cost to add: 1300 ueV
exchange amplitude, diagonalized / formula: 0.999978
left spin-flip rate: 5.861e+05 1/s
right spin-flip rate: 5.862e+04 1/s
triplet-to-singlet rate W: 3.224e+05 1/s
mean blocked time 3/(4W): 2326 ns
loading time 1/(2 Gamma_L): 0.1 ns
dwell time P1 in (1,1) singlet: 3.066 ns
dwell time P2 in (0,2) singlet: 0.1 ns
full mean time per electron: 2339 ns
leakage, slow limit 4eW/3: 0.06887 pA
leakage, slow limit: 4.298e+05 electrons/s
leakage, full formula: 0.0685 pA
leakage, simulated: 0.0685 pA
shortfall from 4eW/3 with W scaled by 1.0: 0.533 %
shortfall from 4eW/3 with W scaled by 0.1: 0.0536 %
shortfall from 4eW/3 with W scaled by 0.01: 0.00536 %
reverse-bias current: 48.8 pA
reverse / leakage current: 712.4
escape rate through (0,2) triplet: 1.01e+04 1/s
that escape rate / W: 3.1 %
nuclear singlet-triplet coupling: 1.5 neV
nuclear escape rate of one triplet: 4.5e+04 1/s
leakage change from nuclear coupling: 4.5 %
thermal return rate to left lead: 1.4e+02 1/s
left flip-rate change, energy-dependent costs: 3.2 %
```
